Büttiker's Larmor times from the transmission amplitude and their opaque-barrier limits

**1. Definitions and conventions**

An electron of mass m and energy E = ħ²k²/2m moves along x and meets a static barrier on 0 < x < d. A spin term acts in that region alone:

H = p²/2m + V(x) − (ħω/2) σ_z θ(x),

where θ = 1 for 0 < x < d and 0 elsewhere. For an electron in a magnetic field B, ħω = gμ_B B with g ≈ 2. The minus sign corresponds to a field along −z, because the electron's magnetic moment is opposite to its spin. Orbital effects of the field are left out and sized in section 8.

The spatial wave is exp(ikx) + r exp(−ikx) on the left and t exp(ikx) on the right, with t = |t| exp(iφ), T = |t|² and R = |r|². The incident spin points along +x. Spin averages refer to transmitted electrons and are normalized by their number.

The derivative ∂/∂V is taken at fixed E and means a uniform shift of the potential in the field region. For a rectangular barrier, V is simply its height. The two Larmor times are

τ_y = −ħ ∂φ/∂V (precession time),
τ_z = −ħ ∂ln|t|/∂V (rotation time).

**2. Why these derivatives give the spin**

H commutes with σ_z, so spin up and spin down scatter independently. Spin up sees the potential lowered by ħω/2, and spin down sees it raised by the same amount:

t₊ = t(V − ħω/2), t₋ = t(V + ħω/2).

The incident spinor is (1, 1)/√2, so the transmitted one is proportional to (t₊, t₋). Define

a = ln|t₊| − ln|t₋|, b = φ₊ − φ₋.

The z component follows on dividing numerator and denominator by |t₊||t₋|:

⟨σ_z⟩ = (|t₊|² − |t₋|²)/(|t₊|² + |t₋|²) = (eᵃ − e⁻ᵃ)/(eᵃ + e⁻ᵃ) = tanh a.

For a spinor (c₁, c₂) of unit norm, ⟨σ_x + iσ_y⟩ = 2c₁*c₂. Hence

⟨σ_x + iσ_y⟩ = 2t₊*t₋/(|t₊|² + |t₋|²) = exp(−ib)/cosh a.

These relations hold for any field strength in this model. For a weak field, a central difference gives

a = −ħω ∂ln|t|/∂V + O(ω³) = ωτ_z + O(ω³),
b = −ħω ∂φ/∂V + O(ω³) = ωτ_y + O(ω³).

To lowest order in each component,

⟨σ_y⟩ = −sin b/cosh a ≈ −ωτ_y,
⟨σ_z⟩ = tanh a ≈ ωτ_z,
⟨σ_x⟩ = cos b/cosh a ≈ 1 − ω²(τ_y² + τ_z²)/2.

Nothing here used the shape of the barrier. The last line defines a combined time √(τ_y² + τ_z²). Since ln t = ln|t| + iφ, both times come from one complex derivative:

iħ ∂ln t/∂V = τ_y − iτ_z.

The rotation towards z is a filtering effect. For a rectangular barrier with E < V, spin up meets the lower barrier and is transmitted more readily. Flux conservation for each spin gives T₊ + R₊ = T₋ + R₋ = 1, so T₊ − T₋ = −(R₊ − R₋). The surplus of spin up in transmission is balanced by a surplus of spin down in reflection.

**3. The rectangular barrier**

Take V > E and define

κ² = 2m(V − E)/ħ², k₀² = k² + κ² = 2mV/ħ².

Write C = cosh κd, S = sinh κd and s = t exp(ikd), the transmitted wave at x = d. There ψ = s and ψ′ = iks. The solution inside with these values is

ψ(x) = s[cosh κ(d − x) − (ik/κ) sinh κ(d − x)].

At the left face this gives

ψ(0) = s[C − (ik/κ)S], ψ′(0) = s[ikC − κS].

The outside wave has ψ(0) = 1 + r and ψ′(0) = ik(1 − r). Adding ψ(0) and ψ′(0)/(ik) removes r:

2 = s[2C + i(κ/k − k/κ)S],

so that

t exp(ikd) = 1/(C + igS), g = (κ² − k²)/(2kκ).

Subtracting instead gives the reflection amplitude:

r = −i (k₀²/2kκ) S s.

For the transmission probability, use C² = 1 + S² and (κ² − k²)² + 4k²κ² = k₀⁴:

1/T = C² + g²S² = 1 + (1 + g²)S², 1 + g² = k₀⁴/(4k²κ²),
T = 4k²κ²/D, D = 4k²κ² + k₀⁴S².

**4. The two derivatives**

Differentiating κ² at fixed E gives 2κ ∂κ/∂V = 2m/ħ², so

∂κ/∂V = m/(ħ²κ).

The phase is φ = −kd − arctan(g tanh κd), and kd does not depend on V. With g′ = ∂g/∂κ = (1/k + k/κ²)/2 = k₀²/(2kκ²),

τ_y = (m/ħκ) [g′ tanh κd + gd/C²]/(1 + g² tanh² κd)
  = (m/ħκ) T [g′SC + gd].

The second line follows on multiplying numerator and denominator by C². Inserting T, g, g′ and 2SC = sinh 2κd gives

τ_y = (mk/ħκ) [2κd(κ² − k²) + k₀² sinh 2κd]/D.

For the modulus, ln|t| = −½ ln(1/T). Therefore

τ_z = (ħ/2) T ∂(1/T)/∂V
  = (m/2ħκ) T [2gg′S² + 2(1 + g²)d SC]
  = (mk₀²/ħκ²) [(κ² − k²)S² + ½κd k₀² sinh 2κd]/D.

The opposite limit, a field region with no barrier, checks the sign and scale. Continue the amplitude to V < E with κ = iq:

t exp(ikd) = 1/[cos qd − i((q² + k²)/2kq) sin qd].

At V = 0, q = k. The factor (q² + k²)/2kq equals 1 there and has zero first derivative with respect to q. To first order in V, then, t exp(ikd) = exp(iqd). Since ∂q/∂V = −m/(ħ²q), the result is

τ_y = md/(ħk), τ_z = 0.

The precession time is then the width divided by the velocity.

**5. Opaque barriers**

Let u = exp(−2κd) and introduce

δ = (κ² − k²)/k₀² = (V − 2E)/V,
c = 16k²κ²/k₀⁴ = 16E(V − E)/V².

The hyperbolic functions are

S² = (1 − u)²/(4u), sinh 2κd = (1 − u²)/(2u).

The denominator becomes D = (k₀⁴/4u)P, with P = (1 − u)² + cu. The large factor 1/u cancels in both times:

τ_y = (ħk/κV) [1 − u² + 4κd δu]/P,

τ_z = [ħ/2(V − E)] [δ(1 − u)² + κd(1 − u²)]/P.

The prefactors use k₀² = 2mV/ħ² and m/(ħκ²) = ħ/2(V − E). These forms are equivalent to those of section 4 and suit computation, because no exponential overflows for thick barriers.

Since 1/P = 1 + (2 − c)u + O(u²), the first corrections are

τ_y = (ħk/κV) {1 + u[2 − c + 4κd δ] + …},

τ_z = [ħ/2(V − E)] {κd + δ + u[2κd − c(κd + δ)] + …}.

For κd ≫ 1 at fixed E and V, with 0 < E < V, the limits are

τ_y → (ħ/V) √(E/(V − E)),

τ_z → md/(ħκ) + ħ(V − 2E)/[2V(V − E)].

Relative to the prefactors ħk/(κV) and ħ/[2(V − E)], the corrections are at most of order κd exp(−2κd). The constant in τ_z is the fraction δ/(κd) of the leading term, so its size is at most 1/(κd) of that term. It vanishes at V = 2E.

The leading rotation time can be read from the decay constants of the two spins, κ± ≈ κ ∓ mω/(2ħκ). Their amplitude ratio grows as exp[(κ₋ − κ₊)d] = exp[ωmd/(ħκ)]. Every added layer filters the spins further, which makes τ_z grow with d. The ratio d/τ_z tends to ħκ/m, which has the dimension of a velocity but is not the velocity of a particle in the barrier.

**6. Why the precession time saturates**

Denote ∂ψ/∂V by ψ_V. Differentiating (H₀ − E)ψ = 0, where H₀ omits the spin term, gives (H₀ − E)ψ_V = −θψ. Multiply this by ψ* and subtract ψ_V times the equation for ψ*. The potential terms cancel, leaving

θ|ψ|² = (ħ²/2m) d/dx [ψ*ψ_V′ − (ψ*)′ψ_V].

The bracket equals 2ik t*∂t/∂V at x = d and −2ik r*∂r/∂V at x = 0. Integration therefore gives

∫₀ᵈ |ψ|² dx = (iħ²k/m)[t*∂t/∂V + r*∂r/∂V].

Now t*∂t/∂V = ½∂T/∂V + iT∂φ/∂V, with a similar expression for r. The real parts cancel because T + R = 1. Dividing by the incident flux ħk/m gives the dwell time, which is the stored probability per unit incident flux:

τ_D = −ħ[T ∂φ/∂V + R ∂φ_r/∂V].

For the rectangular barrier, section 3 showed that r equals −i times a positive factor times s. Thus φ_r = φ + kd − π/2, both phase derivatives agree, and τ_D = τ_y.

The same holds for other mirror-symmetric barriers between equal leads. With amplitudes referred to the two faces, unitarity requires Re(r*s) = 0. The phases then differ by ±π/2, which stays constant while r and s are nonzero.

For an opaque rectangular barrier, the wave near the entrance is ψ(0) exp(−κx). Matching gives 2 = ψ(0)(1 + iκ/k), so |ψ(0)|² = 4k²/k₀². The stored probability is |ψ(0)|²/(2κ), and

τ_D = [2k²/(κk₀²)]/(ħk/m) = 2mk/(ħκk₀²) = ħk/(κV).

This is the saturated τ_y. Extra width adds a region with almost no stored probability. The dwell time counts reflected and transmitted electrons together, so its saturation does not show that transmitted electrons cross in a fixed time.

**7. Worked example: a vacuum gap**

The parameters are rough values for a scanning tunnelling microscope with gold-like electrodes: E = 5.50 eV above the band bottom, V − E = 5.00 eV and d = 0.60 nm. The height is V = 10.50 eV. The decay constant is κ = 11.46 nm⁻¹, which gives κd = 6.87 and T = 4.27 × 10⁻⁶.

With ħ = 0.6582 eV fs, the opaque precession time is

τ_y = (0.6582/10.50) √(5.50/5.00) fs = 0.0657 fs.

The dwell time integrated from the density is also 0.0657 fs. For the rotation time, md/(ħκ) = ħκd/[2(V − E)], so

leading term = 0.6582 × 6.8735/10.00 fs = 0.4524 fs,
constant = 0.6582 × (−0.50)/(2 × 10.50 × 5.00) fs = −0.0031 fs,
τ_z = 0.4493 fs = 4.493 × 10⁻¹⁶ s.

The full formulas give the same values to the digits shown. The combined time is 0.454 fs, most of it from filtering.

With E and V held fixed, the width dependence is:

d = 0.1 nm: τ_y = 0.0525 fs, τ_z = 0.0595 fs
d = 0.3 nm: τ_y = 0.0656 fs, τ_z = 0.2226 fs
d = 0.6 nm: τ_y = 0.0657 fs, τ_z = 0.4493 fs
d = 1.2 nm: τ_y = 0.0657 fs, τ_z = 0.9017 fs

At 0.1 nm, κd is only 1.15 and τ_y lies 20 % below its limit. Between 0.6 and 1.2 nm, τ_z rises by 0.4524 fs, which is the leading term for the added 0.6 nm.

A field of 10 T confined to the 0.6 nm gap gives ħω = 1.159 meV. The spin turns by ωτ_y = 0.116 mrad in the xy plane and by ωτ_z = 0.791 mrad towards z. These angles are well inside the linear regime.

That regime is not guaranteed by a small ħω/(V − E). Because τ_z grows with d, a fixed field eventually violates ωτ_z ≪ 1, and the spin saturates. The limit ω → 0 must therefore be taken before d → ∞. As a strong-field case, a splitting of 1.5 eV gives ωτ_z = 1.024, whereas direct solution of the coupled spin equations gives ⟨σ_z⟩ = 0.772. The value tanh(1.024) = 0.771 agrees with this to within 0.001; the small difference comes from the higher-order terms in a.

**8. What a real junction changes**

The energies are of the right size for gold, and a gap of several tenths of a nanometre is a reasonable tunnelling distance. Confining a magnetic field to such a gap is a thought experiment. The following estimates change one assumption at a time, with E, d and the nominal V fixed; percentages are relative to the rectangular result.

Of the effects sized here, image forces matter most for τ_y; their effect on τ_z depends strongly on how the potential is cut off. For two ideal conducting planes, they lower the potential by 1.66 eV at mid-gap, leaving it 3.34 eV above E. The classical image energy diverges at the faces, so the potential was cut off at the band bottom. The results are τ_y = 0.285 fs, an increase of 334 %, and τ_z = 0.484 fs, an increase of 8 %.

The large change in τ_y has a definite meaning. The image-rounded barrier is mirror-symmetric, so τ_y is still the dwell time, and the gap stores about 4.3 times as much probability per incident flux. Near each face the potential now lies below E, and the wave there is no longer evanescent. These regions account for about 0.18 fs of the 0.285 fs; the remaining 0.105 fs is stored under the lowered barrier. The saturated rectangular τ_y is thus a poor estimate for this junction, while τ_z is much less sensitive in this comparison. The classical image law and the cut-off are themselves uncertain so close to a metal surface. Cutting the potential off at E instead of at the band bottom, for example, changes the increases to about 198 % for τ_y and 29 % for τ_z.

Transverse motion comes next. At fixed total energy E, energy in transverse motion is unavailable for tunnelling. Averaging over normal energies from 0 to E, with equal weight per unit transverse energy and the transmission probability as a further weight, changes τ_y by −13 % and τ_z by −5 %.

The other changes are smaller. A linear potential drop of 0.1 V towards the exit face, with V fixed at the entrance face, changes τ_y by +1.0 % and τ_z by +0.4 %. Nearly all of this comes from the lower mean barrier: with V fixed at mid-gap both changes are below 0.1 %. Thermal spreading of the normal energy at 300 K changes both by less than 0.1 %. The orbital wave number eBd/ħ at 10 T is 0.08 % of κ.

If the field also fills the electrodes, the result depends on how the incident spin is prepared. Suppose first that both spin components arrive with the same total energy and equal flux, as when the field sets in gradually over many wavelengths. (Abrupt field edges reflect weakly, and interference with the barrier then shifts the rotation time by more than 10 % and the delay below by still more, depending on where the edges lie.) The shift of the whole potential then acts like a change of E at fixed V, and the rotation time becomes ħ ∂ln|t|/∂E = 0.446 fs, which is 0.6 % lower. If instead both components share the same spatial wave packet, they have the same kinetic energies and the same transmission, so there is no rotation towards z. The spin then precesses at the rate ω for the whole elapsed time.

Neither case measures τ_y. In the first, subtracting the precession along the electrode paths leaves the group delay across the gap, ħ ∂(φ + kd)/∂E. For this opaque barrier it is close to ħ/√[E(V − E)] = 0.126 fs, almost twice τ_y. The time τ_y belongs to a field confined to the gap.

Tip shape, surface electronic structure and spin-orbit coupling are not included or sized.

**9. Use in calculations**

For a thick rectangular barrier with E < V, the formulas in u, δ and c avoid overflow. For another static barrier, compute t at two nearby shifts ±h of the potential in the field region and use

τ_y − iτ_z ≈ (iħ/2h) ln[t(V + h)/t(V − h)].

Taking the logarithm of the ratio avoids an artificial 2π jump, provided that the phase changes by less than π between the two shifts. The field region must be stated with the result, because a different region defines different times. The numerical output gives the remaining digits of the example.

Table of computed values

```
Energy above band bottom E: 5.50 eV
Work function V-E: 5.00 eV
Barrier height V: 10.50 eV
Gap width d: 0.60 nm
Wave number k: 12.0149 1/nm
Decay constant kappa: 11.4558 1/nm
Opacity kappa*d: 6.8735
Transmission probability: 4.274e-06
Precession time tau_y: 0.06575 fs
Opaque limit of tau_y: 0.06575 fs
Dwell time from density: 0.06575 fs
Rotation time tau_z: 0.44928 fs
Opaque limit of tau_z with constant: 0.44928 fs
Leading part m*d/(hbar*kappa): 0.45242 fs
Constant part of tau_z: -0.00313 fs
Combined time sqrt(tau_y^2+tau_z^2): 0.45407 fs
Width 0.1 nm: tau_y 0.05251 fs, tau_z 0.05951 fs
Width 0.3 nm: tau_y 0.06557 fs, tau_z 0.22262 fs
Width 0.6 nm: tau_y 0.06575 fs, tau_z 0.44928 fs
Width 1.2 nm: tau_y 0.06575 fs, tau_z 0.90170 fs
Magnetic field in gap: 10.0 T
Spin splitting hbar*w: 1.1590 meV
Precession angle w*tau_y: 0.1158 mrad
Rotation angle w*tau_z: 0.7911 mrad
Strong test splitting: 1.50 eV
Strong test w*tau_z (linear law): 1.0239
Strong test <sigma_z> (coupled solution): 0.7723
Image lowering at mid-gap: 1.664 eV
Image-rounded barrier above E at mid-gap: 3.336 eV
With image forces: tau_y 0.28525 fs (+333.86 %), tau_z 0.48408 fs (+7.74 %)
With 0.1 V bias: tau_y 0.06638 fs (+0.96 %), tau_z 0.45090 fs (+0.36 %)
With transverse energies: tau_y 0.05735 fs (-12.77 %), tau_z 0.42881 fs (-4.56 %)
With 300 K: tau_y 0.06579 fs (+0.06 %), tau_z 0.44939 fs (+0.02 %)
Rotation time, field also in electrodes: 0.44643 fs
Orbital kick e*B*d/hbar over kappa: 0.0796 %
```
